# Occupancy-weighted symmetric orthogonalisation of atomic orbitals as a least-squares problem, part 2

Overlapping orbitals are replaced by orthonormal ones so that electron populations add up, while well-occupied orbitals change least. The old orbitals $\varphi_i$ are linearly independent and normalised, and form the row $\Phi=(\varphi_1,\dots,\varphi_n)$, with overlap matrix $S=\Phi^\dagger\Phi$. The weights $w_i$ are fixed positive numbers, and $W=\mathrm{diag}(w_1,\dots,w_n)$. Among all orthonormal sets $\Phi'$, the loss

$$J=\sum_{i=1}^n w_i\,\|\varphi'_i-\varphi_i\|^2$$

has a unique minimiser, $\Phi'=\Phi T$, which lies in the span of the old orbitals, with

$$T=W(WSW)^{-1/2},\qquad TT^\dagger=S^{-1},$$

$$J_{\min}=\sum_i w_i(1+S_{ii})-2\,\mathrm{tr}(WSW)^{1/2}.$$

It depends only on the products $w_i\varphi_i$, and a common factor in the weights cancels. Equal weights give Löwdin's $T=S^{-1/2}$.

The overlaps $Z_{ij}=\langle\varphi_i|\varphi'_j\rangle$ form $Z=ST$, with $ZZ^\dagger=S$. The matrix $WZ$ is Hermitian and positive definite, so $w_iZ_{ij}=w_jZ_{ji}^*$. Since $|Z_{ji}|\le1$, part (f) found, for $w_j/w_i\to0$,

$$|Z_{ij}|=\frac{w_j}{w_i}|Z_{ji}|\le\frac{w_j}{w_i}\to0 .$$

Because the elements of $Z$ are bounded, any sequence of weights has a subsequence along which $Z$ converges. If every weight is negligible beside the next heavier one, the limit is Gram–Schmidt orthogonalisation in order of falling weight.

Below, subscripts $A$ and $B$ mark the parts of $\Phi$, $\Phi'$, $S$, $W$ and $Z$ that belong to two groups of orbitals.

Two earlier examples return in the numerical output. Three complex orbitals in a five-dimensional space were given weights 2, 1 and 0.3 to check $J_{\min}$ by direct search, and weights $1,\epsilon,\epsilon^2$ to test the Gram–Schmidt limit. Two real orbitals with overlap $s=0.6$ turn apart by angles that depend on $w_1/w_2$, the heavier turning less.

### (g) What if only two groups are widely separated?

Let group $A$ have weights $W_A$ and group $B$ weights $\epsilon W_B$, with $W_A$ and $W_B$ fixed. Find the new orbitals for $\epsilon\to0$. Can one set the weights of $B$ to zero from the start?

**Solution.** For $i$ in $A$ and $j$ in $B$, the bound of part (f) gives $|Z_{ij}|\le\epsilon w_j/w_i$, where $w_j$ is the element of $W_B$. So $Z_{AB}\to0$. Along a convergent subsequence the blocks of $ZZ^\dagger=S$ become

$$Z_{AA}Z_{AA}^\dagger=S_{AA},\qquad Z_{BA}Z_{AA}^\dagger=S_{BA},$$

$$Z_{BA}Z_{BA}^\dagger+Z_{BB}Z_{BB}^\dagger=S_{BB}.$$

The second equation gives $Z_{BA}=S_{BA}(Z_{AA}^\dagger)^{-1}$. With the first, $Z_{BA}Z_{BA}^\dagger=S_{BA}S_{AA}^{-1}S_{AB}$. The third then reads

$$Z_{BB}Z_{BB}^\dagger=M,\qquad M=S_{BB}-S_{BA}S_{AA}^{-1}S_{AB}.$$

The diagonal blocks of a positive definite matrix are positive definite, and the factor $\epsilon$ in the $B$ block of $WZ$ can be divided out. In the limit $W_AZ_{AA}$ and $W_BZ_{BB}$ are therefore Hermitian without negative eigenvalues. Their squares follow from Hermiticity, for instance

$$(W_AZ_{AA})^2=W_AZ_{AA}Z_{AA}^\dagger W_A=W_AS_{AA}W_A .$$

A positive matrix has one positive square root, so the limits are unique:

$$Z_{AA}=W_A^{-1}(W_AS_{AA}W_A)^{1/2},\qquad Z_{BB}=W_B^{-1}(W_BMW_B)^{1/2}.$$

Since the new set is an orthonormal basis of the span, $\Phi=\Phi'\Phi'^\dagger\Phi=\Phi'Z^\dagger$. For group $A$ this gives $\Phi_A=\Phi'_AZ_{AA}^\dagger$, hence

$$\Phi'_A=\Phi_AW_A(W_AS_{AA}W_A)^{-1/2}.$$

Group $A$ is orthogonalised as if $B$ were absent. For group $B$, subtract the part along $\Phi'_A$:

$$\tilde\Phi_B=\Phi_B-\Phi'_A\Phi_A'^\dagger\Phi_B=\Phi'_BZ_{BB}^\dagger,$$

$$\Phi'_B=\tilde\Phi_BW_B(W_BMW_B)^{-1/2}.$$

The projected orbitals $\tilde\Phi_B$ have overlap $M$. They undergo the same weighted orthogonalisation among themselves. They are linearly independent, since a vanishing combination would place a combination of the $B$ orbitals in the span of group $A$; hence $M$ is positive definite and the inverse root exists. Their lengths are at most 1, and below 1 whenever the orbital overlaps group $A$. If one normalises them first, their weights must be multiplied by their former lengths to give the same result, because the products of weight and orbital matter.

The limit keeps a memory of $W_B$, which answers the last question. At $\epsilon=0$ the loss no longer contains group $B$, so any orthonormal completion is equally good and the minimiser is not unique. When $B$ has two or more members and $M$ is not diagonal, the limit depends on how their weights vanish. For the three complex orbitals, weights $1,\epsilon,\epsilon$ at $\epsilon=10^{-5}$ differ from the Gram–Schmidt limit by 0.09 in the largest component. If $B$ has one member, $W_B$ is a number and cancels, and the limit is the normalised projected orbital.

### (h) Which weights suit the orbitals of an atom?

For a closed-shell determinant with occupied orbitals $\psi_k$, the density operator is $\hat\Gamma=2\sum_k|\psi_k\rangle\langle\psi_k|$. The occupancy of a normalised orbital is $\langle\varphi|\hat\Gamma|\varphi\rangle$, a number between 0 and 2. Construct orbitals and weights from $\hat\Gamma$ such that atomic populations do not depend on how the molecule is oriented.

**Solution.** On one atom, consider basis functions $\chi_{nm}$ of one angular momentum $l$, where $n$ labels the radial function and $m$ the angular component. Average the density block over $m$:

$$\bar P_{nn'}=\frac{1}{2l+1}\sum_m\langle\chi_{nm}|\hat\Gamma|\chi_{n'm}\rangle .$$

Rotating the axes mixes the $m$ components by a unitary matrix that is the same for every $n$. The sum over $m$ is a trace, which such a matrix leaves unchanged. The overlap block $\bar S$ is formed in the same way.

A radial combination $c$ has mean occupancy $c^\dagger\bar Pc/c^\dagger\bar Sc$. Setting its derivative with respect to $c^\dagger$ to zero gives

$$\bar Pc=w\,\bar Sc ,$$

where $w$ is the occupancy itself. I call the solutions pre-orbitals and take $w$ as their weight, provided that all these weights are positive, as they are in the water molecule of part (i). An empty shell, as in a free atom, has $w=0$. The formula for $T$ then does not apply, and by part (g) the minimiser is not unique. All $2l+1$ members of a subshell share one radial shape and one weight.

Now turn the axes. The pre-orbitals become $\Phi R$, where $R$ is unitary and mixes members of one subshell only. Such an $R$ commutes with $W$, since it connects orbitals of equal weight. The overlap becomes $R^\dagger SR$, and

$$W(WR^\dagger SRW)^{-1/2}=W(R^\dagger WSWR)^{-1/2}=WR^\dagger(WSW)^{-1/2}R=R^\dagger TR .$$

The new orbitals are $\Phi R\,R^\dagger TR=\Phi'R$. They turn just as the old ones do. The population of an atom is the trace of $\Phi'^\dagger\hat\Gamma\Phi'$ over its orbitals, and $R$ does not alter it.

With separate weights for the members of a subshell, $R$ no longer commutes with $W$ and the argument fails. The water molecule of part (i) shows the size of the effect. For one chosen rotation, the oxygen charge changed by 0.013 $e$ with separate weights. With subshell-averaged weights it was unchanged within numerical precision.

### (i) What do the weights do in water?

Take water in restricted Hartree–Fock with the 6-31G basis, an O–H distance of 0.96 Å and an angle of 104.5°. Compare equal weights with occupancy weights, and relate the result to natural atomic orbitals.

**Solution.** The total energy at this level is $-2067.63$ eV ($-75.984$ hartree). The level omits electron correlation, and the basis is small: the cc-pVTZ basis lowers the energy by 0.073 hartree (2.0 eV), and the numbers below belong to 6-31G. There are 13 pre-orbitals. Seven form the minimal set: O 1s, O 2s, three O 2p and two H 1s. The other six, O 3s, three O 3p and two H 2s, are called Rydberg orbitals. The root-mean-square displacements $\|\varphi'-\varphi\|$ are:

| Shell | Weight | Equal | Weighted |
|---|---|---|---|
| O 1s | 2.000 | 0.060 | 0.036 |
| O 2s | 1.983 | 0.459 | 0.302 |
| O 2p | 1.906 | 0.243 | 0.185 |
| H 1s | 1.362 | 0.538 | 0.464 |
| O 3s | 0.027 | 0.327 | 0.734 |
| O 3p | 0.007 | 0.177 | 0.497 |
| H 2s | 0.231 | 0.285 | 0.396 |

In this basis the root-mean-square displacement is smaller under occupancy weights in every minimal shell, and larger in every Rydberg shell. This is not a theorem: in aug-cc-pVTZ some Rydberg shells of hydrogen move less under occupancy weights. The O 2p and O 3p orbitals perpendicular to the molecular plane do not move in either case, because they overlap no other pre-orbital. With the number of members in each shell, the weighted loss is, in the order of the table,

$$J=0.003+0.181+0.195+0.585+0.015+0.005+0.072=1.056,$$

which agrees with the directly computed 1.057 within rounding. Equal weighting gives 1.592 for the same loss. In the unweighted loss the order is reversed: 1.334 for equal and 2.219 for occupancy weights. Each method wins by its own measure, as it must.

The 13 weights add up to 12.93, although there are 10 electrons. The sum is $\mathrm{tr}(\Phi^\dagger\hat\Gamma\Phi)=2\sum_k\langle\psi_k|\Phi\Phi^\dagger|\psi_k\rangle$. For an orthonormal set $\Phi\Phi^\dagger$ would be the projector on the span, which contains the $\psi_k$, and the sum would be 10. With overlapping orbitals $\Phi\Phi^\dagger$ has on the span the eigenvalues of $S$, some above 1 and some below, so the sum need not equal the number of electrons. Here the mean of $\langle\psi_k|\Phi\Phi^\dagger|\psi_k\rangle$ over the five occupied orbitals is $12.93/10=1.29$. After orthogonalisation the populations do sum to 10.

The oxygen charge is $-0.53\,e$ with equal weights and $-0.95\,e$ with occupancy weights. The electron density is the same in both cases. The difference of $0.42\,e$ comes from the division into atoms, and such a charge has meaning only together with its method. The Rydberg population falls from 0.141 to 0.062 electrons. These values depend strongly on the basis. In 6-31G** (spherical d functions), cc-pVDZ and cc-pVTZ the oxygen charge is $-0.22$, $+0.11$ and $+0.85\,e$ with equal weights, and $-0.95$, $-0.85$ and $-0.76\,e$ with occupancy weights. In cc-pVTZ the Rydberg populations are 1.59 and 0.26 electrons.

The mean values of the Fock operator contain a surprise. For O 1s the value is $-559.47$ eV before orthogonalisation, $-557.38$ eV with equal weights and $-558.73$ eV with occupancy weights, so the smaller displacement goes with the smaller shift. For H 1s the values are $-15.83$, $1.53$ and $5.36$ eV: the energy shifts more although the orbital moves less. The loss measures displacement, not energy, and a smaller displacement does not guarantee a smaller shift. This example belongs to the unpolarised basis: in 6-31G** the H 1s values are $-15.30$, $15.91$ and $6.89$ eV, and the order is the expected one. A sum rule shows that the mean values cannot all fall when the weights are changed, although it does not say which of them rise. With $F$ the Fock matrix in the pre-orbitals,

$$\mathrm{tr}(T^\dagger FT)=\mathrm{tr}(FTT^\dagger)=\mathrm{tr}(FS^{-1}),$$

which does not depend on the weights. Going from equal to occupancy weights lowers the sum over the nine oxygen orbitals by 6.5 eV and raises the sum over the four hydrogen orbitals by the same amount. The direction of this transfer depends on the basis; in 6-31G** the oxygen sum rises by 12.8 eV.

The construction of natural atomic orbitals treats the two sets in stages, as in part (g): the minimal set first, then the Rydberg set projected off it. Multiplying the Rydberg weights by $\epsilon$ does approach the staged result, with a largest coefficient difference of $7\times10^{-6}$ at $\epsilon=10^{-4}$. The staged oxygen charge is $-0.95\,e$, close to the one-step value in this basis. In larger bases the two separate: in cc-pVDZ and cc-pVTZ the staged charge is $-0.91\,e$ in both, while the one-step charge is $-0.85$ and $-0.76\,e$.

The full procedure also recomputes the Rydberg orbitals and their weights after the projection, which was omitted here, so this charge is not the complete natural charge. The recomputation stays within the projected Rydberg space, so it leaves the total Rydberg population unchanged and only redistributes it among the atoms; in this basis it moves the oxygen charge by less than $0.01\,e$. The numbers show what the recomputation addresses. The six Rydberg weights add up to $0.027+3(0.007)+2(0.231)=0.51$ electrons, but after the staged orthogonalisation the Rydberg orbitals hold 0.060. Most of the original weight was density that the minimal set already describes. The numerical output below lists the values for all three schemes.

## Numbers as computed

```
Two orbitals, overlap s = 0.60 (dimensionless)
  w1/w2 =     1: turn of 1 = 18.4349 deg, turn of 2 = 18.4349 deg
  w1/w2 =    10: turn of 1 =  3.1798 deg, turn of 2 = 33.6901 deg
  w1/w2 =   100: turn of 1 =  0.3410 deg, turn of 2 = 36.5289 deg
Three complex orbitals in five dimensions, weights [2.  1.  0.3]
  minimum loss, direct search = 0.65724292 (dimensionless)
  minimum loss, formula       = 0.65724292 (dimensionless)
  largest orbital difference  = 1.3e-06 (dimensionless)
  same, equal weights/Loewdin = 4.6e-07 (dimensionless)
Weights (1, e, e^2): largest difference from Gram-Schmidt
  e = 1e-01: 4.360e-02 (dimensionless)
  e = 1e-02: 4.677e-03 (dimensionless)
  e = 1e-03: 4.710e-04 (dimensionless)
  weights (1, e, e), e = 1e-5: 0.0925 (dimensionless)
Water, RHF/6-31G: O-H = 0.96 angstrom, angle = 104.5 deg
  total energy = -2067.628 eV = -75.983940 hartree
  orbitals: 7 minimal, 6 Rydberg; smallest overlap eigenvalue = 0.1002
  sum of pre-orbital occupancies = 12.9335 electrons
  sum after orthogonalisation    = 10.0000 electrons
Shell: weight (electrons); rms displacement equal, weighted, staged
  O 1s: 1.99999; 0.0603, 0.0364, 0.0357
  O 2s: 1.98291; 0.4587, 0.3024, 0.2997
  O 3s: 0.02698; 0.3269, 0.7342, 0.7499
  O 2p: 1.90567; 0.2427, 0.1849, 0.1846
  O 3p: 0.00669; 0.1771, 0.4973, 0.4998
  H 1s: 1.36187; 0.5385, 0.4636, 0.4612
  H 2s: 0.23139; 0.2853, 0.3957, 0.4491
Shell: mean Fock value in eV, before; equal, weighted, staged
  O 1s: -559.47; -557.38, -558.73, -558.76
  O 2s: -34.95; -23.46, -28.61, -28.05
  O 3s: 31.73; 40.80, 43.06, 42.90
  O 2p: -14.56; -9.20, -10.97, -10.96
  O 3p: 30.46; 32.80, 33.82, 33.80
  H 1s: -15.83; 1.53, 5.36, 5.88
  H 2s: 16.74; 22.36, 21.77, 21.09
Scheme: weighted loss, plain loss, Rydberg electrons, O charge (e)
  equal   : 1.5921, 1.3343, 0.14087, -0.5286
  weighted: 1.0567, 2.2192, 0.06211, -0.9530
  staged  : 1.0683, 2.3338, 0.06028, -0.9465
Rydberg weights times e: largest coefficient gap to staged result
  e = 1e-3: 7.09e-05; e = 1e-4: 7.09e-06
Change of O charge when the molecule is turned (e)
  subshell-averaged weights: 3.9e-13
  separate orbital weights:  1.3e-02
```
